# Ewald Energy of Point Ions in a Neutralizing Background: a numerical check

```python
"""Ewald energy per cell of point ions in a uniform neutralizing background.

Result under test (Hartree atomic units, any eta > 0):
  E = 1/2 sum' Zi Zj erfc(eta r)/r
      + (2 pi/Omega) sum_{G != 0} |S(G)|^2 exp(-G^2/(4 eta^2))/G^2
      - eta sum Zi^2/sqrt(pi) - pi Ztot^2/(2 Omega eta^2)
r: distances between ions and all periodic images (self pair omitted),
Omega: cell volume, S(G) = sum Zi exp(-i G.tau_i), Ztot = sum Zi.
The independent reference is a direct sum of screened interactions
exp(-kappa r)/r with the background subtracted, continued to kappa = 0.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import erf, erfc


def lattice_points(vectors, cutoff):
    """Lattice points in a box that contains the cutoff sphere."""
    dual = np.linalg.inv(vectors).T
    n = np.ceil(cutoff * np.linalg.norm(dual, axis=1)).astype(int) + 1
    axes = [np.arange(-m, m + 1) for m in n]
    grid = np.stack(np.meshgrid(*axes, indexing="ij"), axis=-1)
    return grid.reshape(-1, 3) @ vectors


def ewald_parts(cell, fractional, charges, eta):
    """Real-space, reciprocal, self and background parts; term counts."""
    volume = abs(np.linalg.det(cell))
    positions = fractional @ cell
    r_cut, g_cut = 6.5 / eta, 13.0 * eta
    images = lattice_points(cell, r_cut)
    real, n_real = 0.0, 0
    for i, zi in enumerate(charges):
        for j, zj in enumerate(charges):
            r = np.linalg.norm(images + positions[i] - positions[j], axis=1)
            r = r[(r > 1e-9) & (r < r_cut)]
            real += 0.5 * zi * zj * np.sum(erfc(eta * r) / r)
            n_real += r.size
    g = lattice_points(2 * np.pi * np.linalg.inv(cell).T, g_cut)
    g2 = np.sum(g * g, axis=1)
    keep = (g2 > 1e-12) & (g2 < g_cut**2)
    g, g2 = g[keep], g2[keep]
    structure = np.exp(-1j * g @ positions.T) @ charges
    recip = 2 * np.pi / volume * np.sum(
        np.abs(structure)**2 * np.exp(-g2 / (4 * eta**2)) / g2)
    self_part = -eta * np.sum(charges**2) / np.sqrt(np.pi)
    background = -np.pi * np.sum(charges)**2 / (2 * volume * eta**2)
    return np.array([real, recip, self_part, background]), n_real, g2.size


def screened_limit(cell, fractional, charges, kappas):
    """Direct screened sums minus background, and their kappa -> 0 limit."""
    volume = abs(np.linalg.det(cell))
    positions = fractional @ cell
    images = lattice_points(cell, 32.0 / min(kappas))
    raw = np.zeros(len(kappas))
    for i in range(len(charges)):
        for j in range(i, len(charges)):
            r = np.linalg.norm(images + positions[i] - positions[j], axis=1)
            r = r[r > 1e-9]
            weight = 0.5 if i == j else 1.0
            for k, kappa in enumerate(kappas):
                raw[k] += weight * charges[i] * charges[j] * np.sum(
                    np.exp(-kappa * r) / r)
    raw -= 2 * np.pi * np.sum(charges)**2 / (volume * kappas**2)
    # The omitted self pair differs from the Coulomb one by -kappa.
    smooth = raw - 0.5 * kappas * np.sum(charges**2)
    x = kappas**2
    limit = 0.0
    for k in range(len(x)):
        others = np.delete(x, k)
        limit += smooth[k] * np.prod(others / (others - x[k]))
    return raw, smooth, limit


# Gaussian charge, its potential, and the short-range transform.
eta0, r0, g0 = 0.35, 2.0, 1.0


def gaussian(s):
    return (eta0 / np.sqrt(np.pi))**3 * np.exp(-(eta0 * s)**2)


far = 12.0 / eta0
inner = quad(lambda s: gaussian(s) * s * s, 0, r0, epsabs=1e-12)[0]
outer = quad(lambda s: gaussian(s) * s, r0, far, epsabs=1e-12)[0]
potential_r0 = 4 * np.pi * (inner / r0 + outer)
potential_centre = 4 * np.pi * quad(
    lambda s: gaussian(s) * s, 0, far, epsabs=1e-12)[0]
norm = 4 * np.pi * quad(
    lambda s: gaussian(s) * s * s, 0, far, epsabs=1e-12)[0]
short_integral = 4 * np.pi * quad(
    lambda s: s * erfc(eta0 * s), 0, far, epsabs=1e-12)[0]
short_transform = 4 * np.pi / g0 * quad(
    lambda s: np.sin(g0 * s) * erfc(eta0 * s), 0, far,
    epsabs=1e-12, limit=200)[0]
transform_formula = 4 * np.pi / g0**2 * (1 - np.exp(-g0**2 / (4 * eta0**2)))
assert abs(norm - 1) < 1e-9
assert abs(potential_r0 - erf(eta0 * r0) / r0) < 1e-9
assert abs(potential_centre - 2 * eta0 / np.sqrt(np.pi)) < 1e-9
assert abs(short_integral - np.pi / eta0**2) < 1e-8
assert abs(short_transform - transform_formula) < 1e-8

# Worked model: tetragonal cell with two unequal positive ions.
cell = np.diag([6.0, 6.0, 7.0])
fractional = np.array([[0.0, 0.0, 0.0], [0.5, 0.5, 0.4]])
charges = np.array([3.0, 5.0])
etas = np.array([0.25, 0.35, 0.50])
results = [ewald_parts(cell, fractional, charges, eta) for eta in etas]
totals = np.array([item[0].sum() for item in results])
without_background = np.array([item[0][:3].sum() for item in results])
assert np.ptp(totals) < 1e-10
assert np.ptp(without_background) > 0.1

# Independent screened sums; the extrapolation residue sets the tolerance.
kappas = np.array([0.15, 0.18, 0.21, 0.24, 0.27, 0.30])
raw, smooth, limit = screened_limit(cell, fractional, charges, kappas)
assert abs(limit - totals[1]) < 5e-6

# Oblique cell with three ions, one of them negative.
tri_cell = np.array([[6.0, 0.0, 0.0], [1.0, 5.5, 0.0], [0.5, -1.0, 7.0]])
tri_frac = np.array([[0.0, 0.0, 0.0], [0.45, 0.55, 0.4], [0.2, 0.7, 0.8]])
tri_charges = np.array([3.0, 5.0, -2.0])
tri_totals = np.array([
    ewald_parts(tri_cell, tri_frac, tri_charges, eta)[0].sum()
    for eta in etas])
tri_limit = screened_limit(tri_cell, tri_frac, tri_charges, kappas)[2]
assert np.ptp(tri_totals) < 1e-10
assert abs(tri_limit - tri_totals[1]) < 5e-6

# Neutral dipolar cubic crystal: explicit sums over growing cubes of cells.
a = 6.0
cube_cell = a * np.eye(3)
cube_frac = np.array([[0.0, 0.0, 0.0], [0.5, 0.5, 0.5]])
cube_charges = np.array([1.0, -1.0])
periodic_energy = ewald_parts(cube_cell, cube_frac, cube_charges, 0.35)[0].sum()
separation = a * np.array([0.5, 0.5, 0.5])


def cube_energy(n):
    axis = a * np.arange(-n, n + 1)
    points = np.stack(np.meshgrid(axis, axis, axis, indexing="ij"), axis=-1)
    points = points.reshape(-1, 3)
    r = np.linalg.norm(points, axis=1)
    like = np.sum(1 / r[r > 0])
    unlike = 0.5 * np.sum(1 / np.linalg.norm(points + separation, axis=1)
                          + 1 / np.linalg.norm(points - separation, axis=1))
    return like - unlike


sizes = np.array([15, 30])
cube_values = np.array([cube_energy(n) for n in sizes])
h = 1 / (sizes + 0.5)**2
cube_limit = (h[0] * cube_values[1] - h[1] * cube_values[0]) / (h[0] - h[1])
dipole = cube_charges @ (cube_frac @ cube_cell)
dipole_term = 2 * np.pi * (dipole @ dipole) / (3 * a**3)
assert abs(cube_limit - periodic_energy - dipole_term) < 2e-5

hartree_ev = physical_constants["Hartree energy in eV"][0]
print(f"Check eta = {eta0:.2f} 1/bohr, r = {r0:.1f} bohr, G = {g0:.1f} 1/bohr")
print(f"Gaussian potential at r, quadrature = {potential_r0:.8f} hartree/e")
print(f"erf(eta r)/r = {erf(eta0 * r0) / r0:.8f} hartree/e")
print(f"Gaussian potential at centre, quadrature = {potential_centre:.8f} hartree/e")
print(f"2 eta/sqrt(pi) = {2 * eta0 / np.sqrt(np.pi):.8f} hartree/e")
print(f"Integral of erfc(eta r)/r, quadrature = {short_integral:.6f} bohr^2")
print(f"pi/eta^2 = {np.pi / eta0**2:.6f} bohr^2")
print(f"Short-range transform at G, quadrature = {short_transform:.6f} bohr^2")
print(f"Short-range transform at G, formula = {transform_formula:.6f} bohr^2")
print(f"Model cell a = {cell[0, 0]:.1f} bohr, c = {cell[2, 2]:.1f} bohr")
print(f"Volume = {np.linalg.det(cell):.1f} bohr^3")
print(f"Charges = {charges[0]:.0f}, {charges[1]:.0f} e")
print("Second ion, fractional position =", fractional[1])
print(f"Ztot = {charges.sum():.0f} e, sum Z^2 = {np.sum(charges**2):.0f} e^2")
for eta, (parts, n_real, n_recip), total, partial in zip(
        etas, results, totals, without_background):
    print(f"eta = {eta:.2f} 1/bohr: {n_real} distances, {n_recip} G vectors")
    print(f"  real = {parts[0]:.8f}, reciprocal = {parts[1]:.8f} hartree")
    print(f"  self = {parts[2]:.8f}, background = {parts[3]:.8f} hartree")
    print(f"  total = {total:.8f}, without background = {partial:.8f} hartree")
for k in (0, 2, 5):
    print(f"kappa = {kappas[k]:.2f} 1/bohr: screened sum less background"
          f" = {raw[k]:.6f} hartree")
    print(f"  after removing linear term = {smooth[k]:.6f} hartree")
print(f"Screened limit kappa -> 0 = {limit:.6f} hartree")
print(f"Ewald energy per cell = {totals[1]:.6f} hartree"
      f" = {totals[1] * hartree_ev:.4f} eV")
print(f"Triclinic test: Ewald = {tri_totals[1]:.6f} hartree")
print(f"Triclinic test: screened limit = {tri_limit:.6f} hartree")
print(f"Neutral cubic crystal (+1, -1 e), a = {a:.1f} bohr")
print(f"  Ewald energy per cell = {periodic_energy:.6f} hartree")
for n, value in zip(sizes, cube_values):
    print(f"  cube with {2 * n + 1} cells per edge = {value:.6f} hartree")
print(f"  extrapolated cube sum = {cube_limit:.6f} hartree")
print(f"  dipole term 2 pi p^2/(3 Omega) = {dipole_term:.6f} hartree")
print(f"  Ewald plus dipole term = {periodic_energy + dipole_term:.6f} hartree")
print("all assertions hold")
```

It prints:

```
Check eta = 0.35 1/bohr, r = 2.0 bohr, G = 1.0 1/bohr
Gaussian potential at r, quadrature = 0.33890060 hartree/e
erf(eta r)/r = 0.33890060 hartree/e
Gaussian potential at centre, quadrature = 0.39493271 hartree/e
2 eta/sqrt(pi) = 0.39493271 hartree/e
Integral of erfc(eta r)/r, quadrature = 25.645654 bohr^2
pi/eta^2 = 25.645654 bohr^2
Short-range transform at G, quadrature = 10.933715 bohr^2
Short-range transform at G, formula = 10.933715 bohr^2
Model cell a = 6.0 bohr, c = 7.0 bohr
Volume = 252.0 bohr^3
Charges = 3, 5 e
Second ion, fractional position = [0.5 0.5 0.4]
Ztot = 8 e, sum Z^2 = 34 e^2
eta = 0.25 1/bohr: 1204 distances, 138 G vectors
  real = 1.70109779, reciprocal = 0.03200826 hartree
  self = -4.79561146, background = -6.38291841 hartree
  total = -9.44542382, without background = -3.06250541 hartree
eta = 0.35 1/bohr: 424 distances, 390 G vectors
  real = 0.20813434, reciprocal = 0.31688891 hartree
  self = -6.71385604, background = -3.25659102 hartree
  total = -9.44542382, without background = -6.18883279 hartree
eta = 0.50 1/bohr: 124 distances, 1182 G vectors
  real = 0.00433517, reciprocal = 1.73719353 hartree
  self = -9.59122292, background = -1.59572960 hartree
  total = -9.44542382, without background = -7.84969422 hartree
kappa = 0.15 1/bohr: screened sum less background = -7.155169 hartree
  after removing linear term = -9.705169 hartree
kappa = 0.21 1/bohr: screened sum less background = -6.380737 hartree
  after removing linear term = -9.950737 hartree
kappa = 0.30 1/bohr: screened sum less background = -5.360920 hartree
  after removing linear term = -10.460920 hartree
Screened limit kappa -> 0 = -9.445424 hartree
Ewald energy per cell = -9.445424 hartree = -257.0231 eV
Triclinic test: Ewald = -10.006663 hartree
Triclinic test: screened limit = -10.006663 hartree
Neutral cubic crystal (+1, -1 e), a = 6.0 bohr
  Ewald energy per cell = -0.339227 hartree
  cube with 31 cells per edge = -0.077494 hartree
  cube with 61 cells per edge = -0.077445 hartree
  extrapolated cube sum = -0.077428 hartree
  dipole term 2 pi p^2/(3 Omega) = 0.261799 hartree
  Ewald plus dipole term = -0.077428 hartree
all assertions hold
```
